\section*{Clausing's integral equation for wall collisions in a finite tube}

\section{What is being balanced}

\textbf{Q:} A pore is open to a dilute gas at one end and to vacuum at the other. The pressure at the mouth is known, and kinetic theory converts a pressure into a collision flux. Why is any further equation needed?

\textbf{A:} That conversion holds in the reservoir, where molecules arrive equally from all directions. Inside the tube a wall element sees the reservoir only through the entrance. The rest of its view is other wall and the exit. Its collision rate therefore depends on what the other wall elements send out.

Let the tube be straight and circular, with radius $R$, length $L$ and axial coordinate $0\le z\le L$. Gas enters at $z=0$ and nothing enters at $z=L$. The unknown is $\Gamma(z)$, the number of wall collisions per unit area and time. The mean free path is taken to be much longer than both $R$ and $L$, so molecules fly straight from surface to surface.

\textbf{Q:} Then at least state what enters, including its directions.

\textbf{A:} For reservoir density $n=p/(k_BT)$ and molecular mass $m$, the flux through the entrance plane is
\begin{align}
\Phi_0&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z\,e^{-mv_z^2/(2k_BT)}\,dv_z \notag\\
&=n\sqrt{\frac{m}{2\pi k_BT}}\,\frac{k_BT}{m}
=\frac{p}{\sqrt{2\pi mk_BT}} .
\label{eq:phi0}
\end{align}
Velocities in the reservoir are isotropic, and a molecule moving at angle $\theta$ to the axis crosses the plane at a rate proportional to $v\cos\theta$. The flux per unit solid angle is thus $\Phi_0\cos\theta/\pi$. The factor $1/\pi$ normalizes it, because $\int\cos\theta\,d\Omega=\pi$ over a hemisphere.

\textbf{Q:} And the wall? ``Nonadsorbing'' cannot mean that molecules never stay on it.

\textbf{A:} It means no net uptake. If $N$ is the number of molecules held per unit area and $E$ the emitted flux, then $dN/dt=\Gamma-E$, provided molecules do not migrate along the surface. In a steady state $E=\Gamma$ at each position, however long a molecule dwells. I also assume diffuse emission: molecules leave with the cosine law and without memory of their arrival. The wall temperature changes their speeds, but neither their number nor their directions, so it does not enter $\Gamma$.

\textbf{Q:} How much of the emission from one element reaches another?

\textbf{A:} Let elements $dA'$ and $dA$ be a distance $s$ apart, with angles $\theta'$ and $\theta$ between their normals and the connecting line. Seen from $dA'$, the receiver fills the solid angle $\cos\theta\,dA/s^2$. If $dA'$ emits a flux $\Phi'$, the arrival rate per unit area of the receiver is
\begin{equation}
d\Gamma=\Phi'\,\frac{\cos\theta\cos\theta'}{\pi s^2}\,dA' .
\label{eq:exchange}
\end{equation}
The interior of the tube is convex, so nothing blocks the line. Summing over the entrance disc, which emits $\Phi_0$, and over the wall, which emits $\Gamma(z')$, gives
\begin{equation}
\Gamma(z)=\Phi_0F(z)+\int_0^L K(|z-z'|)\,\Gamma(z')\,dz' .
\label{eq:clausing}
\end{equation}
Here $F$ is the geometric factor in \eqref{eq:exchange} integrated over the disc, and $K\,dz'$ is the same factor integrated around a ring of wall of width $dz'$. The first term is direct illumination, the second diffuse wall emission.

\section{The two geometric functions}

\textbf{Q:} So far $K$ is a name. Can the ring integral be done?

\textbf{A:} Yes. Take two wall points separated by $x=|z-z'|$ along the axis and by the angle $\varphi$ around it, and write $u=1-\cos\varphi$. Then $s^2=x^2+2R^2u$. The component of the connecting line along the inward normal is $Ru$ at either point, so both cosines equal $Ru/s$. With $dA'=R\,d\varphi\,dz'$,
\begin{equation}
K(x)=\frac{R^3}{\pi}\int_0^{2\pi}\frac{u^2\,d\varphi}{(x^2+2R^2u)^2}
=\frac{1}{4\pi R}\int_0^{2\pi}\frac{u^2\,d\varphi}{(u+a)^2},
\label{eq:ring}
\end{equation}
where $a=x^2/(2R^2)$. Since $u/(u+a)=1-a/(u+a)$,
\begin{equation}
\frac{u^2}{(u+a)^2}=1-\frac{2a}{u+a}+\frac{a^2}{(u+a)^2}.
\end{equation}
Put $b=1+a$, so that $u+a=b-\cos\varphi$. The substitution $t=\tan(\varphi/2)$ gives
\begin{equation}
\int_{-\pi}^{\pi}\frac{d\varphi}{b-\cos\varphi}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(b-1)+(b+1)t^2}
=\frac{2\pi}{\sqrt{b^2-1}},
\end{equation}
and minus its derivative with respect to $b$ is
\begin{equation}
\int_{-\pi}^{\pi}\frac{d\varphi}{(b-\cos\varphi)^2}=\frac{2\pi b}{(b^2-1)^{3/2}} .
\end{equation}
With $b^2-1=a(a+2)$ the three pieces combine to
\begin{align}
K&=\frac1{2R}\left[1-\frac{2\sqrt a}{\sqrt{a+2}}+\frac{\sqrt a\,(1+a)}{(a+2)^{3/2}}\right]\notag\\
&=\frac1{2R}\left[1-\frac{\sqrt a\,(a+3)}{(a+2)^{3/2}}\right],
\end{align}
because $2(a+2)-(1+a)=a+3$. Restoring $a=x^2/(2R^2)$, the powers of $2R^2$ cancel between numerator and denominator:
\begin{equation}
K(x)=\frac1{2R}\left[1-\frac{x(x^2+6R^2)}{(x^2+4R^2)^{3/2}}\right].
\label{eq:K}
\end{equation}

\textbf{Q:} At large $x$ this is a difference of nearly equal numbers. Does it decay sensibly?

\textbf{A:} Use \eqref{eq:ring} there. For $x\gg R$ its denominator becomes $x^4$, and $\int_0^{2\pi}u^2d\varphi=2\pi+\pi=3\pi$, so $K\simeq3R^3/x^4$. Two powers come from distance and two from the grazing angles.

\textbf{Q:} The entrance disc needs a two-dimensional integral with less symmetry. Is that as laborious?

\textbf{A:} It can be avoided. The factor in \eqref{eq:exchange} is symmetric in the two elements. Hence $F(x)$ is also the probability that a molecule leaving the wall at distance $x$ from an opening flies straight out through it. Imagine the tube continued beyond the opening without end. Such a molecule then strikes the continued wall, apart from directions parallel to the axis, which have zero weight. Conversely, every direct flight to the continued wall passes through the opening. Therefore
\begin{equation}
F(x)=\int_x^\infty K(x')\,dx' .
\label{eq:tail}
\end{equation}
The integral is
\begin{equation}
F(x)=\frac{x^2+2R^2}{2R\sqrt{x^2+4R^2}}-\frac{x}{2R} .
\label{eq:F}
\end{equation}
To verify this, differentiate:
\begin{align}
F'(x)&=\frac1{2R}\left[\frac{2x}{\sqrt{x^2+4R^2}}-\frac{x(x^2+2R^2)}{(x^2+4R^2)^{3/2}}-1\right]\notag\\
&=\frac1{2R}\left[\frac{x(x^2+6R^2)}{(x^2+4R^2)^{3/2}}-1\right]=-K(x).
\end{align}
The constant is right too: $(x^2+2R^2)/\sqrt{x^2+4R^2}=\sqrt{x^2+4R^2}-2R^2/\sqrt{x^2+4R^2}$, which approaches $x$, so $F\to0$ at infinity. At the rim $F(0)=1/2$: half of the emission there goes straight out.

Equation \eqref{eq:clausing} with \eqref{eq:K} and \eqref{eq:F} is Clausing's integral equation. Quadratures of the original surface integrals test both functions.

\section{Whether the equation fixes the flux}

\textbf{Q:} The unknown stands on both sides. Perhaps there are several solutions, or none.

\textbf{A:} Consider the probability that a molecule leaving the wall at $z$ hits the wall again. By \eqref{eq:tail} and $F(0)=1/2$,
\begin{align}
\int_0^LK(|z-z'|)\,dz'&=\left[\tfrac12-F(z)\right]+\left[\tfrac12-F(L-z)\right]\notag\\
&=1-F(z)-F(L-z).
\label{eq:row}
\end{align}
The integrand of \eqref{eq:ring} falls as $x$ grows, so $K$ decreases and $F''=-K'>0$. For a convex function $F(z)+F(L-z)\ge2F(L/2)$. The probability is thus at most $q=1-2F(L/2)<1$.

If two bounded solutions differed by $\delta(z)$, then $\delta=\int K\delta\,dz'$ would give $\max|\delta|\le q\max|\delta|$, hence $\delta=0$. Existence follows by repeated substitution. With $\gamma=\Gamma/\Phi_0$ and $(\mathcal Kg)(z)=\int_0^LK(|z-z'|)g(z')\,dz'$,
\begin{equation}
\gamma=F+\mathcal KF+\mathcal K^2F+\cdots ,
\label{eq:series}
\end{equation}
which converges at least as fast as a geometric series of ratio $q$. The term $\mathcal K^kF$ is the flux of molecules that have already made $k$ wall collisions.

\textbf{Q:} Can anything be said about the solution without computing it?

\textbf{A:} Illuminate both ends with $\Phi_0$. The source is then $F(z)+F(L-z)$, and by \eqref{eq:row} the constant $\gamma=1$ solves the equation. Illumination from the right alone gives the mirror image $\gamma(L-z)$. The equation is linear, so the two one-sided solutions add:
\begin{equation}
\gamma(z)+\gamma(L-z)=1,\qquad \gamma(L/2)=\tfrac12 .
\label{eq:sym}
\end{equation}
Consequently $\int_0^L\gamma\,dz=L/2$. Dividing all wall collisions by all entries, the mean number of collisions per entering molecule is
\begin{equation}
\frac{2\pi R\,\Phi_0\int_0^L\gamma\,dz}{\pi R^2\Phi_0}=\frac2R\,\frac L2=\frac LR .
\label{eq:hits}
\end{equation}
This average includes the molecules that return to the reservoir.

\section{How many molecules get through}

\textbf{Q:} A wall flux is not a throughput. What leaves at the far end?

\textbf{A:} Some molecules cross without touching the wall. The fraction that does touch it is $(2/R)\int_0^LF\,dz$, the ratio of first collisions to entries. Since
\begin{equation}
\frac{d}{dx}\left[\frac{x\sqrt{x^2+4R^2}}2\right]=\frac{x^2+2R^2}{\sqrt{x^2+4R^2}},
\end{equation}
the unobstructed fraction is
\begin{equation}
G=1-\frac2R\int_0^LF\,dz=1+\frac{L^2}{2R^2}-\frac{L\sqrt{L^2+4R^2}}{2R^2}.
\label{eq:G}
\end{equation}
A molecule leaving the wall at $z$ exits directly at the far end with probability $F(L-z)$. The transmission probability is therefore
\begin{equation}
W=G+\frac2R\int_0^L\gamma(z)F(L-z)\,dz .
\label{eq:W}
\end{equation}

\textbf{Q:} Does that conserve molecules?

\textbf{A:} The returned fraction is $B=(2/R)\int_0^L\gamma F\,dz$. Using \eqref{eq:row}, then the symmetry of $K$, then the integral equation,
\begin{align}
W+B&=G+\frac2R\int_0^L\gamma\,[F(z)+F(L-z)]\,dz\notag\\
&=G+\frac2R\int_0^L(\gamma-\mathcal K\gamma)\,dz\notag\\
&=G+\frac2R\int_0^LF\,dz=1 .
\end{align}

\textbf{Q:} Show me limits I can picture.

\textbf{A:} For $L\ll R$, \eqref{eq:G} gives $G\simeq1-L/R$, while $\gamma$ and $F$ are both near $1/2$. The integral term in \eqref{eq:W} is then $L/(2R)$, and $W\simeq1-L/(2R)$. Half of the few molecules that hit the wall return.

For $L\gg R$, consider a cross-section far from both ends. Wall emission at distance $s$ from it crosses with probability $F(s)$, so the net current is
\begin{equation}
J\simeq2\pi R\,\Phi_0\int_0^\infty[\gamma(z-s)-\gamma(z+s)]F(s)\,ds .
\end{equation}
For a slowly varying profile the bracket is $-2s\gamma'(z)$. A steady $J$ is independent of $z$, so $\gamma'$ is constant. To leading order I take the drop from $1$ to $0$ to be spread over the whole length, giving $\gamma'=-1/L$. Integration by parts, \eqref{eq:ring}, and $\int_0^\infty s^2(s^2+c^2)^{-2}ds=\pi/(4c)$ with $c=R\sqrt{2u}$ give
\begin{align}
\int_0^\infty sF\,ds&=\frac12\int_0^\infty s^2K\,ds
=\frac{R^2}{8\sqrt2}\int_0^{2\pi}u^{3/2}d\varphi\notag\\
&=\frac{R^2}{4}\int_0^{2\pi}\sin^3\frac\varphi2\,d\varphi=\frac{2R^2}3 ,
\end{align}
where $u=2\sin^2(\varphi/2)$ and the last integral is $8/3$. Hence
\begin{equation}
W=\frac{J}{\pi R^2\Phi_0}\simeq\frac{2\pi R}{\pi R^2}\,\frac2L\,\frac{2R^2}3=\frac{8R}{3L}.
\label{eq:long}
\end{equation}

\section{A pore with numbers}

\textbf{Q:} Is a pore of ordinary proportions ``long'' in that sense?

\textbf{A:} Take round parameters: $m=100$~u, $T=500$~K, $p=1$~Pa, $R=50$~nm and $L=500$~nm. The density is $1.449\times10^{20}$~m$^{-3}$. For a collision diameter $d=0.6$~nm, the estimate $1/(n\pi d^2)$, which treats collision partners as at rest, gives a mean free path of about 6~mm. That is some $10^4$ tube lengths. Equation \eqref{eq:phi0} gives $\Phi_0=1.178\times10^{22}$~m$^{-2}$\,s$^{-1}$, or $1.178\times10^4$~nm$^{-2}$\,s$^{-1}$.

For $L/R=10$, \eqref{eq:long} predicts $W\simeq0.267$, whereas the integral equation gives $0.191$. The estimate is 40\% too high relative to the latter. At $L/R=20$ it is still 22\% too high, $0.133$ against $0.109$. Part of the error is the slope: between $z=125$ and $375$~nm, $\gamma$ falls from $0.702$ to $0.298$, which is $0.81/L$ per unit length instead of $1/L$. This lowers $0.267$ to $0.215$. The remainder comes almost entirely from treating the tube as infinite. With the same linear profile, but counting only wall that exists, emission from the wall carries $0.154$ through the middle cross-section. Molecules flying there straight from the entrance add $0.037$, which makes $0.191$.

\textbf{Q:} Why is $\gamma$ not 1 at the mouth, where the gas is right there?

\textbf{A:} At $z=0$ the opening supplies $F(0)=0.500$. The other half of the view is wall and exit, and these send back less than $\Phi_0$. The wall contributes $0.415$, so $\gamma(0)=0.915$. By \eqref{eq:sym} the far rim has $\gamma(L)=0.085$.

At the middle, $L/2=5R$ and
\begin{equation}
F(5R)=\frac{27}{2\sqrt{29}}-\frac52=0.0069 .
\end{equation}
Direct illumination is thus 1.4\% of $\gamma=1/2$, and the rest is wall emission. The collision flux there is $5.89\times10^{21}$~m$^{-2}$\,s$^{-1}$. Summing \eqref{eq:series} up to $k=10$ earlier collisions gives $0.205$ at the midpoint, and up to $k=50$ gives $0.480$. A calculation that stopped after a few reflections would badly underestimate the flux at the midpoint.

The mouth admits $\pi R^2\Phi_0=9.25\times10^7$ molecules per second. Multiplication by $W$ leaves $1.77\times10^7$ per second at the exit. The unobstructed fraction is $G=0.0098$, about 5\% of those transmitted.

\textbf{Q:} All these numbers come from the equation I am doubting.

\textbf{A:} A simulation that follows individual straight flights with cosine-law emission, and uses neither $F$ nor $K$, gives $W=0.1908\pm0.0007$. It finds $9.98\pm0.02$ wall collisions per molecule, against $L/R=10$. In the first tenth of the tube its mean $\gamma$ is $0.8685\pm0.0012$, against $0.8714$ from the equation. That difference is 2.4 standard errors, within the five allowed by the test. The other values are in the numerical output.

\section{Closing the far end}

\textbf{Q:} Some pores have a bottom. Surely a deep closed pore is starved even more?

\textbf{A:} Not if wall and bottom are both diffuse and nonadsorbing. Try a flux $\Phi_0$ on every surface. Each surface point then faces a hemisphere filled by opening, wall and bottom, all emitting $\Phi_0$ with the cosine law. It receives $\Phi_0\int\cos\theta\,d\Omega/\pi=\Phi_0$, so the balance holds everywhere.

This steady solution is unique. The difference of two solutions has no source at the opening, and every point sees the opening with a probability bounded above zero. The largest difference would have to be smaller than itself unless it vanished.

For $L/R=10$ the simulated flux, divided by $\Phi_0$, is $1.000\pm0.004$ in the first tenth of the wall, $1.003\pm0.007$ in the last tenth and $1.002\pm0.007$ on the bottom. The falling profile of the open tube is thus due to the loss of molecules at its far end, not to depth alone.

\textbf{Q:} Yet coatings in deep pores can be uneven.

\textbf{A:} During deposition the wall takes molecules up, and $E=\Gamma$ fails. If a fraction $\beta$ of arrivals stays for good, the wall emits $(1-\beta)\Gamma$, and the integral in \eqref{eq:clausing} acquires the factor $1-\beta$ inside it. The uniform solution is then lost, because wall and bottom emit less than they receive. A small $\beta$ alone does not suffice in a deep pore, where a molecule hits the wall many times and has a chance to stay at each hit. What matters is the number of collisions made on the way down, and it grows faster than the depth. Without uptake, a molecule arriving at the bottom for the first time has made on average about 20 wall collisions for $L/R=10$ and about 360 for $L/R=50$. The average over all entrants of the closed pore is $2L/R+1$, the ratio of wall and bottom area to mouth area, which gives 21 and 101. For $L/R=10$ half of the entrants leave again after about five collisions or fewer. The nonadsorbing equation applies throughout the pore only when uptake is negligible even for those that get deep, for instance after the wall has saturated.

It also needs changes if molecules reflect partly like light from a mirror, if they migrate along the surface, or if the pressure changes faster than flights and dwell times allow the wall to follow. When the mean free path becomes comparable with $L$, some flights are interrupted by collisions in the gas. Long flights are the most likely to be interrupted, but shorter ones are affected too. Equation \eqref{eq:exchange} then overstates the direct exchange between surface elements, and the molecules scattered in the gas have to be counted separately.

\section*{Values computed for the example and the checks}
\begin{verbatim}
molecular mass = 100 u = 1.6605e-25 kg
temperature = 500 K, pressure = 1.0 Pa
radius R = 50 nm, length L = 500 nm
collision diameter = 0.6 nm
number density = 1.4486e+20 m^-3
mean free path estimate = 6.10 mm
entrance flux Phi0 = 1.1783e+22 m^-2 s^-1
entrance flux Phi0 = 1.1783e+04 nm^-2 s^-1
z (nm) | direct F | wall part | gamma | Gamma (m^-2 s^-1)
    0 | 0.50000 | 0.41494 | 0.91494 | 1.0781e+22
  125 | 0.03843 | 0.66344 | 0.70187 | 8.2702e+21
  250 | 0.00689 | 0.49311 | 0.50000 | 5.8915e+21
  375 | 0.00221 | 0.29592 | 0.29813 | 3.5129e+21
  500 | 0.00096 | 0.08410 | 0.08506 | 1.0023e+21
bound q on the row integral = 0.98623
midpoint gamma with up to k earlier wall collisions:
  k =  0: 0.00689
  k =  1: 0.01817
  k =  5: 0.09697
  k = 10: 0.20495
  k = 20: 0.34845
  k = 50: 0.47970
unobstructed fraction G = 0.00980
transmission W = 0.19094, returned fraction = 0.80906
molecules entering = 9.2544e+07 s^-1
molecules transmitted = 1.7671e+07 s^-1
wall collisions per molecule = 10.0000
transmission for other tubes:
  L/R =    1: W = 0.67198
  L/R =    2: W = 0.51423
  L/R =    5: W = 0.31053
  L/R =   10: W = 0.19094
  L/R =   20: W = 0.10932
simulation, L/R = 10, 400000 molecules:
  W = 0.19079 +- 0.00070
  wall collisions per molecule = 9.977 +- 0.019
  tenth of tube | gamma simulated | gamma from equation
   1 | 0.8685 +- 0.0012 | 0.8714
   5 | 0.5393 +- 0.0016 | 0.5401
  10 | 0.1290 +- 0.0007 | 0.1286
closed pore, L/R = 10, simulated flux / Phi0:
  first tenth of wall = 1.000 +- 0.004
  last tenth of wall  = 1.003 +- 0.007
  bottom              = 1.002 +- 0.007
\end{verbatim}
